# High-Spin and Low-Spin Octahedral d6 with One Pairing Energy: test program

```python
"""Octahedral d6: high spin (t2g^4 eg^2) against low spin (t2g^6).

Result under test: with splitting Delta and one cost P per doubly occupied
orbital, E_low - E_high = 2 (P - Delta), so low spin wins for Delta > P.
Further tests: no other configuration wins; P = U - U' + 2J in a model with
repulsion U in one orbital, U' between orbitals and exchange J; pair hopping
mixes the low-spin singlet and moves the crossing below P.
Orbitals 0,1,2 are t2g and 3,4 are eg; spin orbital = 2*orbital + spin.
All energies are in eV unless a label says otherwise.
"""
from itertools import combinations
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---- level pattern from six negative point charges, by angular quadrature
cosines, weights = np.polynomial.legendre.leggauss(48)
angles = 2 * np.pi * np.arange(64) / 64
ct, ph = np.meshgrid(cosines, angles, indexing="ij")
st = np.sqrt(1 - ct**2)
x, y, z = st * np.cos(ph), st * np.sin(ph), ct
area = weights[:, None] * (2 * np.pi / 64) * np.ones_like(ph)
c15 = np.sqrt(15 / (4 * np.pi))
d_functions = [c15 * x * y, c15 * y * z, c15 * z * x,
               c15 * (x**2 - y**2) / 2,
               np.sqrt(5 / (16 * np.pi)) * (3 * z**2 - 1)]
radius_ratio = 0.3  # electron radius / ligand distance
repulsion = np.zeros_like(x)
for axis in range(3):
    for sign in (-1, 1):
        site = np.zeros(3)
        site[axis] = sign
        repulsion += 1 / np.sqrt((radius_ratio * x - site[0])**2
                                 + (radius_ratio * y - site[1])**2
                                 + (radius_ratio * z - site[2])**2)
field_matrix = np.array([[np.sum(area * f * repulsion * g)
                          for g in d_functions] for f in d_functions])
assert np.allclose(field_matrix, np.diag(np.diag(field_matrix)), atol=1e-11)
levels = np.diag(field_matrix)
split = levels[3] - levels[0]
assert split > 0
relative_levels = (levels - levels.mean()) / split
assert np.allclose(relative_levels, [-0.4] * 3 + [0.6] * 2, atol=1e-8)

# ---- explicit list of all six-electron occupations
occupations = []
for chosen in combinations(range(10), 6):
    counts = np.bincount(np.array(chosen) // 2, minlength=5)
    occupations.append((counts[3:].sum(), np.sum(counts == 2)))
occupations = np.array(occupations)
eg_electrons, pairs = occupations.T


def pair_model_energies(delta, pair_cost):
    one_electron = ((6 - eg_electrons) * relative_levels[0]
                    + eg_electrons * relative_levels[3]) * delta
    return one_electron + pair_cost * pairs


def lowest_by_eg(delta, pair_cost):
    energies = pair_model_energies(delta, pair_cost)
    return np.array([energies[eg_electrons == k].min() for k in range(5)])


def ground_count(delta, pair_cost):
    energies = pair_model_energies(delta, pair_cost)
    return int(np.sum(energies < energies.min() + 1e-6))


fewest_pairs = [int(pairs[eg_electrons == k].min()) for k in range(5)]
assert fewest_pairs == [3, 2, 1, 1, 2]
for pair_cost in (0.7, 2.0, 3.1):
    for ratio in (0.2, 0.9, 0.99, 1.01, 1.1, 2.5):
        delta = ratio * pair_cost
        found = lowest_by_eg(delta, pair_cost)
        e_high = -2 * delta / 5 + pair_cost
        e_low = -12 * delta / 5 + 3 * pair_cost
        assert np.isclose(found[2], e_high, atol=1e-7)
        assert np.isclose(found[0], e_low, atol=1e-7)
        assert np.isclose(found[0] - found[2], 2 * (pair_cost - delta),
                          atol=1e-7)
        assert np.isclose(found[1], e_low + delta - pair_cost, atol=1e-7)
        assert np.argmin(found) == (0 if delta > pair_cost else 2)

# ---- many-electron operators, restricted to six electrons
lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sparse.diags([1.0, -1.0])


def annihilator(index):
    result = sparse.identity(1)
    for position in range(10):
        factor = (parity if position < index else
                  lower if position == index else sparse.identity(2))
        result = sparse.kron(result, factor, format="csr")
    return result


c = [annihilator(i) for i in range(10)]
n = [(op.T @ op).tocsr() for op in c]
keep = np.flatnonzero(np.isclose(sum(n).diagonal(), 6))


def restrict(operator):
    return operator.tocsr()[keep][:, keep].toarray()


n_orb = [n[2 * m] + n[2 * m + 1] for m in range(5)]
s_z = [(n[2 * m] - n[2 * m + 1]) / 2 for m in range(5)]
s_plus = [c[2 * m].T @ c[2 * m + 1] for m in range(5)]
pair_out = [c[2 * m + 1] @ c[2 * m] for m in range(5)]
field = restrict(sum(relative_levels[m] * n_orb[m] for m in range(5)))
eg_number = np.diag(restrict(n_orb[3] + n_orb[4]))
same_orbital = restrict(sum(n[2 * m] @ n[2 * m + 1] for m in range(5)))
density, spin_dot, hopping = 0, 0, 0
for m, k in combinations(range(5), 2):
    density = density + n_orb[m] @ n_orb[k]
    flip = s_plus[m] @ s_plus[k].T
    spin_dot = spin_dot + s_z[m] @ s_z[k] + (flip + flip.T) / 2
    hop = pair_out[m].T @ pair_out[k]
    hopping = hopping + hop + hop.T
density, spin_dot, hopping = map(restrict, (density, spin_dot, hopping))
total_plus, total_z = sum(s_plus), sum(s_z)
spin_squared = restrict(total_plus.T @ total_plus
                        + total_z @ total_z + total_z)
s2_values, s2_vectors = np.linalg.eigh(spin_squared)
sector = {s: s2_vectors[:, np.isclose(s2_values, s * (s + 1), atol=1e-8)]
          for s in (0, 1, 2)}
assert sum(v.shape[1] for v in sector.values()) == len(keep) == 210


def interaction(u, u_prime, j, pair_hop):
    return (u * same_orbital + (u_prime - j / 2) * density
            - 2 * j * spin_dot + pair_hop * hopping)


def lowest(delta, repulsion_matrix, spin):
    basis = sector[spin]
    matrix = basis.T @ (delta * field + repulsion_matrix) @ basis
    values, vectors = np.linalg.eigh(matrix)
    return values[0], basis @ vectors[:, 0]


def crossing(repulsion_matrix):
    return brentq(lambda d: lowest(d, repulsion_matrix, 0)[0]
                  - lowest(d, repulsion_matrix, 2)[0], 1.0, 5.0, xtol=1e-11)


def ground_spin(delta, repulsion_matrix):
    return min((0, 1, 2), key=lambda s: lowest(delta, repulsion_matrix, s)[0])


# ---- microscopic pairing energy, also for an unrelated parameter set
U, J = 6.0, 0.5
U_PRIME = U - 2 * J
P = 2.0
for u, up, j in ((U, U_PRIME, J), (6.0, 4.2, 0.4)):
    plain = interaction(u, up, j, 0.0)
    cross = crossing(plain)
    assert np.isclose(cross, u - up + 2 * j, atol=1e-7)
    e0, e1, e2 = [lowest(cross, plain, s)[0] for s in (0, 1, 2)]
    assert np.isclose(e2, -0.4 * cross + u + 14 * up - 10 * j, atol=1e-7)
    assert np.isclose(e1, -1.4 * cross + 2 * u + 13 * up - 7 * j, atol=1e-7)
    assert np.isclose(e0, -2.4 * cross + 3 * u + 12 * up - 6 * j, atol=1e-7)
    assert np.isclose(e1 - e2, j, atol=1e-7)

plain = interaction(U, U_PRIME, J, 0.0)
mixed = interaction(U, U_PRIME, J, J)
plain_cross, mixed_cross = crossing(plain), crossing(mixed)
assert np.isclose(plain_cross, P, atol=1e-7)
weak, strong = 1.2, 2.8
plain_spectrum = np.linalg.eigvalsh(weak * field + plain)
exchange_count = int(np.sum(plain_spectrum < plain_spectrum[0] + 1e-6))
assert exchange_count == 15
for model in (plain, mixed):
    assert ground_spin(weak, model) == 2 and ground_spin(strong, model) == 0


# ---- pair hopping: full diagonalization against the symmetric 3 x 3 matrix
def mixing_energy(delta):
    a, b = np.sqrt(6) * J, 2 * np.sqrt(2) * J
    values, vectors = np.linalg.eigh([[0, a, 0],
                                      [a, 2 * delta + 3 * J, b],
                                      [0, b, 4 * delta + 2 * J]])
    return values[0], vectors[0, 0]**2


for delta in (mixed_cross, strong):
    change = lowest(delta, mixed, 0)[0] - lowest(delta, plain, 0)[0]
    # below P the lowest unmixed singlet is still t2g^6 at these splittings
    assert np.isclose(change, mixing_energy(delta)[0], atol=1e-7)
    assert np.isclose(lowest(delta, mixed, 2)[0],
                      lowest(delta, plain, 2)[0], atol=1e-8)
small_cross = brentq(lambda d: 2 * (P - d) + mixing_energy(d)[0], 1.0, 3.0)
assert np.isclose(small_cross, mixed_cross, atol=1e-7)
assert mixed_cross < P
singlet_energy, singlet = lowest(mixed_cross, mixed, 0)
low_spin_weight = float(np.sum(singlet[np.isclose(eg_number, 0)]**2))
assert np.isclose(low_spin_weight, mixing_energy(mixed_cross)[1], atol=1e-7)
triplet_gap = lowest(mixed_cross, mixed, 1)[0] - singlet_energy
assert triplet_gap > 0

counts = [ground_count(d, P) for d in (weak, P, strong)]
assert counts == [48, 73, 1]

print(f"t2g level / Delta: {relative_levels[0]:.4f}")
print(f"eg level / Delta: {relative_levels[3]:.4f}")
print("fewest pairs for 0,1,2,3,4 eg electrons:", fewest_pairs)
print(f"pairing energy P: {P:.3f} eV = {P / HARTREE_EV:.5f} hartree")
for delta in (weak, strong):
    table = lowest_by_eg(delta, P)
    print(f"splitting Delta: {delta:.3f} eV")
    for k, energy in enumerate(table):
        print(f"  lowest energy with {k} eg electrons: {energy:.3f} eV")
    gap = table[0] - table[2]
    print(f"  E_low - E_high: {gap:.3f} eV = {gap / HARTREE_EV:.5f} hartree")
    print(f"  ground spin S with exchange: {ground_spin(delta, plain)}")
    print(f"  ground spin S with pair hopping: {ground_spin(delta, mixed)}")
print("pair-cost ground states below, at, above crossing:", counts)
print("ground states below crossing with exchange:", exchange_count)
print(f"U, U', J: {U:.3f}, {U_PRIME:.3f}, {J:.3f} eV")
print(f"U - U' + 2J: {U - U_PRIME + 2 * J:.3f} eV")
print(f"crossing without pair hopping: {plain_cross:.4f} eV")
plain_gap = lowest(plain_cross, plain, 1)[0] - lowest(plain_cross, plain, 2)[0]
print(f"triplet above quintet at that crossing: {plain_gap:.4f} eV")
print(f"crossing with pair hopping: {mixed_cross:.4f} eV")
print(f"shift of crossing: {mixed_cross - plain_cross:.4f} eV")
print(f"mixing energy e at new crossing: {mixing_energy(mixed_cross)[0]:.4f} eV")
print(f"t2g^6 weight in singlet at new crossing: {low_spin_weight:.4f}")
print(f"triplet above singlet at new crossing: {triplet_gap:.4f} eV")
print("every check passed")
```

Running it gives:

```
t2g level / Delta: -0.4000
eg level / Delta: 0.6000
fewest pairs for 0,1,2,3,4 eg electrons: [3, 2, 1, 1, 2]
pairing energy P: 2.000 eV = 0.07350 hartree
splitting Delta: 1.200 eV
  lowest energy with 0 eg electrons: 3.120 eV
  lowest energy with 1 eg electrons: 2.320 eV
  lowest energy with 2 eg electrons: 1.520 eV
  lowest energy with 3 eg electrons: 2.720 eV
  lowest energy with 4 eg electrons: 5.920 eV
  E_low - E_high: 1.600 eV = 0.05880 hartree
  ground spin S with exchange: 2
  ground spin S with pair hopping: 2
splitting Delta: 2.800 eV
  lowest energy with 0 eg electrons: -0.720 eV
  lowest energy with 1 eg electrons: 0.080 eV
  lowest energy with 2 eg electrons: 0.880 eV
  lowest energy with 3 eg electrons: 3.680 eV
  lowest energy with 4 eg electrons: 8.480 eV
  E_low - E_high: -1.600 eV = -0.05880 hartree
  ground spin S with exchange: 0
  ground spin S with pair hopping: 0
pair-cost ground states below, at, above crossing: [48, 73, 1]
ground states below crossing with exchange: 15
U, U', J: 6.000, 5.000, 0.500 eV
U - U' + 2J: 2.000 eV
crossing without pair hopping: 2.0000 eV
triplet above quintet at that crossing: 0.5000 eV
crossing with pair hopping: 1.8577 eV
shift of crossing: -0.1423 eV
mixing energy e at new crossing: -0.2846 eV
t2g^6 weight in singlet at new crossing: 0.9475
triplet above singlet at new crossing: 0.5269 eV
every check passed
```
